\section*{Even and odd phase shifts of a mirror-symmetric scatterer}

\section*{The setting}

A particle of mass $m$ and energy $E>0$ moves in one dimension in a finite real potential with $V(-x)=V(x)$ and $V(x)=0$ for $|x|>a$. The time factor is $e^{-iEt/\hbar}$, so $e^{ikx}$ with $k=\sqrt{2mE}/\hbar$ travels to the right. Outside the scatterer,
\begin{equation}
\psi(x)=\begin{cases} a_L e^{ikx}+b_L e^{-ikx}, & x<-a,\\ a_R e^{-ikx}+b_R e^{ikx}, & x>a.\end{cases}
\label{eq:waves}
\end{equation}
The letters $a_L,a_R$ belong to waves moving towards the scatterer and $b_L,b_R$ to waves moving away from it. All phases are referred to $x=0$, the mirror centre. The scattering matrix gives the outgoing amplitudes from the incoming ones:
\begin{equation}
\begin{pmatrix} b_L\\ b_R\end{pmatrix}=S\begin{pmatrix} a_L\\ a_R\end{pmatrix},\qquad
S=\begin{pmatrix} r_L & t'\\ t & r_R\end{pmatrix}.
\label{eq:S}
\end{equation}
Here $r_L$ and $t$ describe a wave coming from the left, $r_R$ and $t'$ one from the right.

\section*{(a) Conservation and mirror symmetry}

Show that $S$ exists and is unitary. Then find what the mirror symmetry does to its four elements.

\emph{Solution.} The current is $J=(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$. Since $|\psi'|^2$ is real and $\psi''=(2m/\hbar^2)(V-E)\psi$,
\begin{equation}
\frac{dJ}{dx}=\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\psi'')=\frac{2}{\hbar}\,\mathrm{Im}\big[(V-E)|\psi|^2\big]=0 ,
\end{equation}
because $V$ is real. On the left,
\begin{equation}
\psi^*\psi'=ik\left(|a_L|^2-|b_L|^2+a_Lb_L^*e^{2ikx}-a_L^*b_Le^{-2ikx}\right).
\end{equation}
The last two terms have the form $z-z^*$, which is imaginary. Multiplied by $ik$ they are real and carry no current. Thus $J=(\hbar k/m)(|a_L|^2-|b_L|^2)$ on the left, and in the same way $J=(\hbar k/m)(|b_R|^2-|a_R|^2)$ on the right. Equating the two gives
\begin{equation}
|a_L|^2+|a_R|^2=|b_L|^2+|b_R|^2 .
\label{eq:flux}
\end{equation}
The Schr\"odinger equation has a two-dimensional space of solutions. If both incoming amplitudes vanish, \eqref{eq:flux} makes both outgoing ones vanish, and then $\psi=0$ everywhere. Two different solutions therefore never share the same incoming pair, and every incoming pair belongs to one solution. So $S$ exists, and since it preserves the norm of every vector it is unitary.

Now let $\psi(x)$ be a solution. Because $V$ is even, $\psi(-x)$ is a solution too. Replacing $x$ by $-x$ in \eqref{eq:waves} exchanges $a_L$ with $a_R$ and $b_L$ with $b_R$. The same $S$ must connect the exchanged amplitudes, so
\begin{equation}
r_R=r_L\equiv r,\qquad t'=t,\qquad S=\begin{pmatrix} r&t\\ t&r\end{pmatrix}.
\label{eq:Ssym}
\end{equation}

\section*{(b) Eigenvectors}

Diagonalize this matrix and say what its eigenvectors mean.

\emph{Solution.} Direct multiplication gives
\begin{equation}
S\begin{pmatrix}1\\1\end{pmatrix}=(r+t)\begin{pmatrix}1\\1\end{pmatrix},\qquad
S\begin{pmatrix}1\\-1\end{pmatrix}=(r-t)\begin{pmatrix}1\\-1\end{pmatrix}.
\label{eq:eig}
\end{equation}
Divided by $\sqrt2$, the two vectors are orthonormal. The first has $a_L=a_R$ and $b_L=b_R$, which by \eqref{eq:waves} is an even wave function. The second changes sign under reflection and is odd. An even incoming wave leaves as an even wave and an odd one as an odd wave, so each parity is a scattering channel of its own.

\section*{(c) The two phase shifts}

Express the eigenvalues through the phases of the even and odd standing waves outside the scatterer.

\emph{Solution.} Start a solution at the centre with $\psi(0)=1$, $\psi'(0)=0$. Its mirror image obeys the same equation with the same initial values, so it is the same function, and $\psi$ is even. The start $\psi(0)=0$, $\psi'(0)=1$ gives an odd function by the same argument. The equation and the initial values are real, hence both functions are real. For $x>a$ a real solution is a sinusoid of wave number $k$, which we write as
\begin{equation}
\psi_e=A\cos(kx+\delta_e),\qquad \psi_o=B\sin(kx+\delta_o),
\label{eq:standing}
\end{equation}
with real $A$, $B$, $\delta_e$ and $\delta_o$. Split the even one into travelling waves:
\begin{equation}
\psi_e=\tfrac{A}{2}e^{i\delta_e}e^{ikx}+\tfrac{A}{2}e^{-i\delta_e}e^{-ikx}.
\end{equation}
So $b_R=\tfrac A2e^{i\delta_e}$ and $a_R=\tfrac A2e^{-i\delta_e}$. In this channel $b_R=(r+t)a_R$, and therefore
\begin{equation}
r+t=e^{2i\delta_e}.
\label{eq:even}
\end{equation}
For the odd one,
\begin{equation}
\psi_o=\tfrac{B}{2i}e^{i\delta_o}e^{ikx}-\tfrac{B}{2i}e^{-i\delta_o}e^{-ikx},
\end{equation}
so $b_R=\tfrac{B}{2i}e^{i\delta_o}$ and $a_R=-\tfrac{B}{2i}e^{-i\delta_o}$. Here $b_R=(r-t)a_R$, which gives
\begin{equation}
r-t=-e^{2i\delta_o}.
\label{eq:odd}
\end{equation}
The minus sign comes from the sine. With it, free motion ($r=0$, $t=1$) has $\delta_e=\delta_o=0$. Adding $\pi$ to a phase shift only reverses the sign of $A$ or $B$, so each shift is defined modulo $\pi$.

\section*{(d) Transmission}

Find $r$, $t$ and the transmission probability $T=|t|^2$.

\emph{Solution.} Half the difference of \eqref{eq:even} and \eqref{eq:odd} is $t$, and half their sum is $r$. Taking out the common factor $e^{i(\delta_e+\delta_o)}$ and writing $\Delta=\delta_e-\delta_o$,
\begin{align}
t&=\tfrac12\left(e^{2i\delta_e}+e^{2i\delta_o}\right)
=e^{i(\delta_e+\delta_o)}\,\tfrac12\left(e^{i\Delta}+e^{-i\Delta}\right)
=e^{i(\delta_e+\delta_o)}\cos\Delta, \label{eq:t}\\
r&=\tfrac12\left(e^{2i\delta_e}-e^{2i\delta_o}\right)
=e^{i(\delta_e+\delta_o)}\,\tfrac12\left(e^{i\Delta}-e^{-i\Delta}\right)
=i\,e^{i(\delta_e+\delta_o)}\sin\Delta. \label{eq:r}
\end{align}
Hence
\begin{equation}
T=\cos^2(\delta_e-\delta_o),\qquad R=|r|^2=\sin^2(\delta_e-\delta_o),
\label{eq:T}
\end{equation}
and $R+T=1$. A wave from the left is an equal mixture of the even and odd channels. To the right of the scatterer the outgoing terms $\tfrac12e^{2i\delta_e}$ and $\tfrac12e^{2i\delta_o}$ add; to the left the second is subtracted from the first, because the odd wave has opposite signs on the two sides. A phase common to both channels changes neither probability; the difference decides how the flux divides.

If $\Delta$ is a multiple of $\pi$, transmission is perfect, even when the separate shifts are large. Zero transmission would need $\Delta=\pi/2$ modulo $\pi$. A finite potential of finite range cannot reach it at $E>0$: with $t=0$ the wave incident from the left would vanish for all $x>a$, and a solution that vanishes with its derivative at one point vanishes everywhere, in conflict with the incident wave. An impenetrable wall is a limit in which this value is reached.

\section*{(e) The relative phase}

What is the phase of $r$ relative to $t$? Find it from the phase shifts, and show once more, from conservation and mirror symmetry without the phase shifts, that the two amplitudes are in quadrature.

\emph{Solution.} Dividing \eqref{eq:r} by \eqref{eq:t} gives
\begin{equation}
\frac rt=i\tan(\delta_e-\delta_o).
\label{eq:ratio}
\end{equation}
The tangent is real, so the ratio is purely imaginary. Whenever $r\neq0$, the two amplitudes are ninety degrees out of phase: the phase of $r/t$ is $+90^\circ$ for $\tan\Delta>0$ and $-90^\circ$ for $\tan\Delta<0$. At perfect transmission $r$ vanishes and has no phase.

For the second proof, the eigenvalues of a unitary matrix have modulus one, so
\begin{equation}
|r\pm t|^2=|r|^2+|t|^2\pm2\,\mathrm{Re}(rt^*)=1 .
\label{eq:second}
\end{equation}
Subtracting the lower sign from the upper gives $4\,\mathrm{Re}(rt^*)=0$. This has a direct meaning. Send equal waves in from both sides. By symmetry equal waves come out, each of amplitude $r+t$, and conservation demands $|r+t|^2=1=R+T$. The reflected and transmitted waves that overlap on each side must then have no interference term, and two nonzero waves have none when they are in quadrature.

The phase relation can be read at any pair of mirror points $x=\pm d$ outside the scatterer, $d>a$. At $x=-d$ the reflected wave is $re^{ikd}$ and at $x=d$ the transmitted wave is $te^{ikd}$. The factor $e^{ikd}$ cancels in the ratio.

\section*{(f) A rectangular barrier}

Let $V=V_0$ for $|x|<a$, with $0<E<V_0$. Find both phase shifts and $T$, and examine a thick barrier and a very thin, high one.

\emph{Solution.} Put $\kappa=\sqrt{2m(V_0-E)}/\hbar$. Inside, the even solution is proportional to $\cosh\kappa x$ and the odd one to $\sinh\kappa x$. Both $\psi$ and $\psi'$ are continuous at $a$, so $\psi'/\psi$ is too:
\begin{align}
\kappa\tanh\kappa a&=-k\tan(ka+\delta_e),\\
\kappa\coth\kappa a&=k\cot(ka+\delta_o).
\end{align}
Solving for the shifts, modulo $\pi$,
\begin{align}
\delta_e&=-ka-\arctan\!\left(\frac{\kappa}{k}\tanh\kappa a\right),\label{eq:de}\\
\delta_o&=-ka+\arctan\!\left(\frac{k}{\kappa}\tanh\kappa a\right).\label{eq:do}
\end{align}
In the difference $ka$ cancels. Let $\tau=\tanh\kappa a$, $u=\kappa\tau/k$ and $v=k\tau/\kappa$, so that $uv=\tau^2$. The addition rule for the tangent gives
\begin{equation}
\tan\Delta=-\frac{u+v}{1-uv}=-\frac{k^2+\kappa^2}{k\kappa}\,\frac{\tau}{1-\tau^2}.
\end{equation}
Since $1-\tau^2=1/\cosh^2\kappa a$, the last fraction is $\sinh\kappa a\cosh\kappa a=\tfrac12\sinh2\kappa a$. Thus
\begin{equation}
\tan\Delta=-\frac{k^2+\kappa^2}{2k\kappa}\sinh2\kappa a,
\qquad
T=\frac1{1+\tan^2\Delta}.
\label{eq:barrier}
\end{equation}
The tangent is negative for every energy below the top, so $r/t$ has phase $-90^\circ$ there.

For a thick barrier, $\kappa a\gg1$, we have $\sinh2\kappa a\approx\tfrac12e^{2\kappa a}$ and
\begin{equation}
T\approx\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-4\kappa a}.
\end{equation}
This is tunnelling through the full width $2a$. In terms of the shifts, $\tau\to1$ and $\Delta\to-\arctan(\kappa/k)-\arctan(k/\kappa)=-\pi/2$.

For the thin barrier let $a\to0$ with the area $g=2aV_0$ fixed. Then $\kappa a\to0$ and $\sinh(2\kappa a)/(2\kappa a)\to1$. With $k^2+\kappa^2=2mV_0/\hbar^2$,
\begin{equation}
\tan\Delta\to-\frac{2mV_0a}{\hbar^2k}=-\frac{mg}{\hbar^2k},\qquad
T\to\frac{1}{1+(mg/\hbar^2k)^2}.
\end{equation}
From \eqref{eq:do}, $\delta_o\to0$. The odd wave vanishes at the point where the potential acts and passes as if free, and all the scattering is in the even channel.

\section*{(g) Numbers for an electron}

Take the free-electron mass, $V_0=0.5$~eV, full width $2a=0.5$~nm and $E=0.3$~eV. Evaluate the shifts, $T$ and the two phases.

\emph{Solution.} With $\hbar^2/2m=0.03810$~eV\,nm$^2$,
\begin{equation}
k=\sqrt{\frac{0.3}{0.03810}}\ \mathrm{nm^{-1}}=2.806\ \mathrm{nm^{-1}},\qquad
\kappa=\sqrt{\frac{0.2}{0.03810}}\ \mathrm{nm^{-1}}=2.291\ \mathrm{nm^{-1}}.
\end{equation}
Then $ka=0.7015$, $\kappa a=0.5728$ and $\tanh\kappa a=0.5174$, and
\begin{align}
\delta_e&=-0.7015-\arctan\!\left(\tfrac{2.291}{2.806}\times0.5174\right)=-1.1012\ \mathrm{rad},\\
\delta_o&=-0.7015+\arctan\!\left(\tfrac{2.806}{2.291}\times0.5174\right)=-0.1367\ \mathrm{rad}.
\end{align}
The difference is $\Delta=-0.9645$~rad $=-55.26^\circ$, so
\begin{equation}
T=\cos^2(55.26^\circ)=0.325,\qquad R=0.675 .
\end{equation}
Since $\cos\Delta>0$, the phase of $t$ is $\delta_e+\delta_o=-63.10^\circ-7.83^\circ=-70.93^\circ$. The phase of $r$ is $-160.93^\circ$, lower by $90^\circ$. Integrating the Schr\"odinger equation across the whole barrier, with no use of parity, gives the same $r$ and $t$; the values are in the numerical output after the text.

\section*{(h) Above the barrier}

Does the relative phase keep its sign when $E>V_0$? Does a smooth potential behave in a similar way?

\emph{Solution.} Now the inside solutions are $\cos qx$ and $\sin qx$ with $q=\sqrt{2m(E-V_0)}/\hbar$. This is the replacement $\kappa=iq$, for which $\sinh(2iqa)=i\sin2qa$ and $\kappa^2=-q^2$. The factors $i$ cancel in \eqref{eq:barrier}:
\begin{equation}
\tan\Delta=-\frac{k^2-q^2}{2kq}\sin2qa .
\label{eq:above}
\end{equation}
As $E\to V_0$ both this and \eqref{eq:barrier} tend to $-ka$, so nothing jumps at the top. The prefactor $k^2-q^2=2mV_0/\hbar^2$ is positive, and the sign is set by the sine. It first vanishes at $2qa=\pi$, when half a wavelength fits inside, at
\begin{equation}
E_1=V_0+\frac{\hbar^2}{2m}\left(\frac{\pi}{2a}\right)^2
=0.5\ \mathrm{eV}+0.03810\left(\frac{\pi}{0.5}\right)^2\mathrm{eV}=2.004\ \mathrm{eV}.
\end{equation}
There $T=1$. At 1.0~eV the phase of $r/t$ is $-90^\circ$ with $T=0.895$; at 3.0~eV it is $+90^\circ$ with $T=0.995$. The phase turns by $180^\circ$ at $E_1$ while $r$ itself changes smoothly, because $r$ passes through zero there.

The smooth example is a sum of two Gaussian humps, each 0.8~eV high, centred at $\pm0.3$~nm, that is $V=h\,e^{-[(x-d)/w]^2}+h\,e^{-[(x+d)/w]^2}$ with $h=0.8$~eV, $d=0.3$~nm and $w=0.15$~nm. Its tails are negligible at the ends of the integration range. The results are $T=0.036$, 0.800 and 0.658 at 0.2, 0.5 and 1.1~eV, with relative phases $-90^\circ$, $-90^\circ$ and $+90^\circ$. The sign change has a consequence. Since $t$ never vanishes, $\tan\Delta$ is a continuous function of energy, so it must be zero somewhere between 0.5 and 1.1~eV. This double hump therefore transmits perfectly at some energy in that interval.

\section*{(i) When an assumption is dropped}

What becomes of the ninety degrees if the mirror centre lies at $x_0$ instead of the origin, if the scatterer has no mirror symmetry, or if it absorbs?

\emph{Solution.} \emph{Displaced centre.} Replace $x$ by $x-x_0$ in the solution for a wave from the left and multiply it by $e^{ikx_0}$, so that the incident wave is again $e^{ikx}$. The reflected part becomes $re^{2ikx_0}e^{-ikx}$ and the transmitted part remains $te^{ikx}$. For a wave from the right the multiplier is $e^{-ikx_0}$. Hence
\begin{equation}
r_L=re^{2ikx_0},\qquad r_R=re^{-2ikx_0},\qquad t\ \text{unchanged}.
\label{eq:shift}
\end{equation}
For the double hump at 0.5~eV moved by 0.2~nm, $2kx_0=83.02^\circ$. The relative phases become $-90^\circ+83.02^\circ=-6.98^\circ$ from the left and $-173.02^\circ$ from the right. For $r\neq0$ the ratio stays imaginary only when $2kx_0$ is a multiple of $\pi$. To hold at every energy, the rule thus needs phases referred to the mirror centre, or waves compared at mirror points.

\emph{No mirror symmetry.} Let $\psi_1$ and $\psi_2$ be the solutions for unit waves from the left and from the right. Their Wronskian $\psi_1\psi_2'-\psi_1'\psi_2$ is constant, because both obey the same equation. It equals $-2ikt'$ on the left and $-2ikt$ on the right, so $t'=t$ still holds. The columns of the unitary $S$ are orthogonal, $r_L^*t+t^*r_R=0$, which gives $r_R=-r_L^*t/t^*$ and
\begin{equation}
\frac{r_Lr_R}{t^2}=-\frac{|r_L|^2}{|t|^2}=-\frac RT .
\label{eq:product}
\end{equation}
For $R\neq0$ the product of the two ratios is real and negative, so their phases add to $180^\circ$ modulo $360^\circ$, but neither need be $\pm90^\circ$. With the right hump lowered to 0.4~eV, at $E=0.5$~eV, the phases are $173.46^\circ$ and $6.54^\circ$. Mirror symmetry adds $r_L=r_R$, and \eqref{eq:product} then returns $r/t=\pm i\sqrt{R/T}$.

\emph{Absorption.} Let the potential stay even but acquire a negative imaginary part, which removes probability. The form \eqref{eq:Ssym} and its eigenvectors survive, since they rest on the mirror symmetry. The standing waves can no longer be chosen real, and the eigenvalues lose their unit modulus. Subtracting the two cases of $|r\pm t|^2$ now leaves
\begin{equation}
\mathrm{Re}(rt^*)=\tfrac14\left(|r+t|^2-|r-t|^2\right),
\end{equation}
which vanishes when both channels are absorbed equally and not otherwise. Adding $-0.1i$~eV to the barrier of part (g) gives $|r+t|=0.724$ and $|r-t|=0.958$. The right-hand side is $\tfrac14(0.524-0.918)=-0.098$. Its negative sign means a relative phase of more than $90^\circ$ in size, and the computed value is $-107.1^\circ$, with $R+T=0.721$.

\section*{Numbers as computed}
\begin{verbatim}
RECTANGULAR BARRIER, free-electron mass
hbar^2/(2m) = 0.038100 eV nm^2
height = 0.500 eV, full width = 0.500 nm
energy = 0.300 eV
k = 2.80607 1/nm, kappa = 2.29115 1/nm
k a = 0.70152, kappa a = 0.57279
tanh(kappa a) = 0.51740
even phase shift = -1.10123 rad = -63.096 deg
odd phase shift  = -0.13670 rad = -7.832 deg
even minus odd = -0.96454 rad = -55.264 deg
tan(even minus odd) = -1.44224
r = -0.77668 -0.26852 i
t = 0.18618 -0.53852 i
phase of r = -160.928 deg
phase of t = -70.928 deg
phase of r/t = -90.000 deg
T from integration = 0.324668
T from phase shifts = 0.324668
T from barrier formula = 0.324668
R from integration = 0.675332
ABOVE THE SAME BARRIER
first perfect-transmission energy = 2.00412 eV
E = 1.00000 eV: T = 0.894529, phase of r/t = -90.000 deg
E = 2.00412 eV: T = 1.000000, r vanishes
E = 3.00000 eV: T = 0.994844, phase of r/t = 90.000 deg
SMOOTH DOUBLE HUMP, V = sum of h exp(-((x -+ d)/w)^2)
h = 0.80 eV, d = 0.30 nm, w = 0.15 nm
E = 0.20 eV: T = 0.035845, cos^2 = 0.035845, phase of r/t = -90.000 deg
E = 0.50 eV: T = 0.799741, cos^2 = 0.799741, phase of r/t = -90.000 deg
E = 1.10 eV: T = 0.658044, cos^2 = 0.658044, phase of r/t = 90.000 deg
DOUBLE HUMP DISPLACED by 0.20 nm, E = 0.50 eV
2 k x0 = 83.024 deg
phase of r/t from left = -6.976 deg
phase of r/t from right = -173.024 deg
UNEQUAL HUMPS, right height 0.40 eV, E = 0.50 eV
phase of r/t from left = 173.461 deg
phase of r/t from right = 6.539 deg
r_left r_right / t^2 = -0.169223
ABSORBING BARRIER, Im V = -0.10 eV, E = 0.30 eV
R + T = 0.721215
|r + t| = 0.724100, |r - t| = 0.958180
phase of r/t = -107.084 deg
\end{verbatim}
